\section*{Interwell Current in a Superlattice: The Kazarinov–Suris Formula and Its Lifetime Limit}

\section{A current that stops growing}

Consider a biased superlattice in which electrons tunnel resonantly from each well into the next. Let there be $3\times10^{10}$ electrons per cm$^2$ in each period, and let the level they tunnel into have a lifetime of 2 ps. When the tunnel coupling is raised from 0.25 to 0.5 meV, the calculated current density triples, from 124 to 380 A/cm$^2$. When it is raised from 4 to 8 meV, again a doubling, the current density goes from 1162 to 1192 A/cm$^2$, a gain of 2.5\%. The barrier has become much easier to cross, yet hardly more charge crosses it. The current approaches a ceiling of 1202 A/cm$^2$, in which the coupling does not appear.

These numbers follow from a density matrix for two levels, with a lifetime and a dephasing time. They use round model parameters and describe no particular material.

\section{Model and reduction to two levels}

Well $n$ has a ground level $g_n$ and an excited level $e_n$. The bias brings $g_n$ close in energy to $e_{n+1}$, the excited level of the next well downstream, and the barrier couples this pair. We call $g_n$ level 1 and $e_{n+1}$ level 2. The Hamiltonian of the pair is
\begin{equation}
H=\begin{pmatrix}E_1&\hbar\Omega\\ \hbar\Omega&E_2\end{pmatrix},\qquad \hbar\Delta=E_1-E_2 ,
\label{eq:H}
\end{equation}
with $\Omega>0$, which a choice of the phases of the basis states allows. The eigenvalues differ by $\hbar\sqrt{\Delta^2+4\Omega^2}$, so the splitting at resonance is $2\hbar\Omega$. In-plane momentum is conserved in tunnelling and the in-plane masses of the two levels are taken equal; $\Delta$ is then the same for all electrons.

Two irreversible processes act. An electron in $e_n$ relaxes to $g_n$, in the same well, at the rate $1/\tau$. In addition, fast fluctuations of the level energies destroy the phase relation between $g_n$ and $e_{n+1}$ at a rate $\gamma_\varphi\ge0$ without moving population. Relaxation removes the population of level 2 at the rate $1/\tau$, hence its amplitude, and with it the coherence, at half that rate. The coherence therefore decays at the total rate
\begin{equation}
\frac1{\tau_\perp}=\frac1{2\tau}+\gamma_\varphi .
\label{eq:tauperp}
\end{equation}
Thermal return from $g_n$ to $e_n$ and Pauli blocking of the relaxation are neglected.

The chain can be reduced to one pair for the following reason. The Hamiltonian couples levels within a pair only, and the electron arriving in $g_n$ by relaxation carries no coherence with any other level. The elements of the density matrix that connect two different pairs thus have no source. They also decay: each stationary state of a coupled pair contains some of level 2 and so loses amplitude. In the steady state these elements are zero.

We further assume that all periods carry the same populations. Level $g_n$ is refilled from $e_n$, which belongs to the previous pair, but uniformity makes the population of $e_n$ equal to that of $e_{n+1}$. The refilling rate of level 1 is thus $\rho_{22}/\tau$, with $\rho_{22}$ the population of level 2 in the same pair. With populations counted per electron,
\begin{equation}
\rho_{11}+\rho_{22}=1 .
\label{eq:norm}
\end{equation}

\section{Equations of motion}

The coherent part of the motion is $\dot\rho=-(i/\hbar)[H,\rho]$. The two elements needed are
\begin{align}
[H,\rho]_{22}&=H_{21}\rho_{12}-\rho_{21}H_{12}
=\hbar\Omega(\rho_{12}-\rho_{21})=2i\hbar\Omega\,\mathrm{Im}\,\rho_{12},\\
[H,\rho]_{12}&=E_1\rho_{12}+\hbar\Omega\rho_{22}-\rho_{11}\hbar\Omega-\rho_{12}E_2
=\hbar\Delta\rho_{12}-\hbar\Omega(\rho_{11}-\rho_{22}),
\end{align}
where $\rho_{21}=\rho_{12}^*$ was used in the first line. Multiplying by $-i/\hbar$ and adding the decay terms gives
\begin{align}
\dot\rho_{22}&=2\Omega\,\mathrm{Im}\,\rho_{12}-\frac{\rho_{22}}{\tau},
\label{eq:r22}\\
\dot\rho_{12}&=-\left(\frac1{\tau_\perp}+i\Delta\right)\rho_{12}+i\Omega(\rho_{11}-\rho_{22}).
\label{eq:r12}
\end{align}
Conservation of particles fixes $\dot\rho_{11}=-\dot\rho_{22}$. The term $2\Omega\,\mathrm{Im}\,\rho_{12}$ is the net rate, per electron, at which the Hamiltonian carries population from level 1 to level 2, that is, through the barrier. The magnitude of the current density is therefore
\begin{equation}
J=eN\,2\Omega\,\mathrm{Im}\,\rho_{12},
\label{eq:Jdef}
\end{equation}
with $N$ the number of electrons per area and period. Without coherence there is no tunnel current in this model.

\section{Steady current}

Setting $\dot\rho_{12}=0$ in (\ref{eq:r12}) and multiplying numerator and denominator by $\tau_\perp(1-i\Delta\tau_\perp)$ gives
\begin{equation}
\rho_{12}=\frac{i\Omega(\rho_{11}-\rho_{22})}{1/\tau_\perp+i\Delta}
=\Omega\tau_\perp\,\frac{\Delta\tau_\perp+i}{1+\Delta^2\tau_\perp^2}\,(\rho_{11}-\rho_{22}).
\label{eq:coh}
\end{equation}
The imaginary part carries the current:
\begin{equation}
2\Omega\,\mathrm{Im}\,\rho_{12}=\Gamma(\rho_{11}-\rho_{22}),\qquad
\Gamma=\frac{2\Omega^2\tau_\perp}{1+\Delta^2\tau_\perp^2}.
\label{eq:Gamma}
\end{equation}
Tunnelling acts in both directions with the same rate $\Gamma$, and the net flux is driven by the population difference.

Setting $\dot\rho_{22}=0$ in (\ref{eq:r22}) and using (\ref{eq:norm}) in the form $\rho_{11}-\rho_{22}=1-2\rho_{22}$, we find
\begin{equation}
\Gamma(1-2\rho_{22})=\frac{\rho_{22}}{\tau}
\quad\Longrightarrow\quad
\rho_{22}=\frac{\Gamma\tau}{1+2\Gamma\tau}.
\label{eq:pop}
\end{equation}
The tunnel flux equals the relaxation flux $\rho_{22}/\tau$, so $J=eN\rho_{22}/\tau=eN\Gamma/(1+2\Gamma\tau)$. Inserting $\Gamma$ and multiplying numerator and denominator by $1+\Delta^2\tau_\perp^2$ yields the Kazarinov--Suris formula
\begin{equation}
J=eN\,\frac{2\Omega^2\tau_\perp}{1+\Delta^2\tau_\perp^2+4\Omega^2\tau\tau_\perp}.
\label{eq:KS}
\end{equation}

\section{Weak and strong coupling}

For $2\Gamma\tau\ll1$ level 2 is nearly empty and
\begin{equation}
J\simeq eN\Gamma=eN\,\frac{2\Omega^2\tau_\perp}{1+\Delta^2\tau_\perp^2}.
\end{equation}
The barrier is the bottleneck. The current grows as $\Omega^2$, and at fixed $\tau_\perp$ it does not depend on the lifetime.

For general coupling we compare $J$ with $J_{\max}=eN/(2\tau)$. Since $J/J_{\max}=2\Gamma\tau/(1+2\Gamma\tau)$,
\begin{equation}
1-\frac{J}{J_{\max}}=\frac1{1+2\Gamma\tau}
=\frac{1+\Delta^2\tau_\perp^2}{1+\Delta^2\tau_\perp^2+4\Omega^2\tau\tau_\perp}.
\label{eq:short}
\end{equation}
At fixed $\Delta$, $\tau$ and $\tau_\perp$ the right-hand side falls steadily to zero as $\Omega$ grows. The current therefore rises monotonically and
\begin{equation}
J\;\longrightarrow\;J_{\max}=\frac{eN}{2\tau}
\qquad\text{for}\qquad 4\Omega^2\tau\tau_\perp\gg1+\Delta^2\tau_\perp^2 .
\label{eq:sat}
\end{equation}
Dephasing and detuning determine how much coupling is needed to come near the limit, but not the limit itself.

\section{Where the factor two comes from}

If an electron had to wait only for its decay, the ceiling would be $eN/\tau$. To see why it is half of this, we follow one electron that starts in level 1 at $t=0$ and remove it when it relaxes. Its density matrix $p$ obeys (\ref{eq:r22}) and (\ref{eq:r12}) with $p$ for $\rho$, while level 1 is no longer refilled: $\dot p_{11}=-2\Omega\,\mathrm{Im}\,p_{12}$. All elements vanish at late times. Let $A$, $B$ and $C$ be the integrals over all times of $p_{11}$, $p_{22}$ and $p_{12}$; $A$ and $B$ are the mean times spent in levels 1 and 2. Integrating the three equations, with $p_{11}(0)=1$ and the other elements initially zero, gives
\begin{align}
-1&=-2\Omega\,\mathrm{Im}\,C,\\
0&=2\Omega\,\mathrm{Im}\,C-B/\tau,\\
0&=-(1/\tau_\perp+i\Delta)C+i\Omega(A-B).
\end{align}
The first two lines give $B=\tau$. The third has the same form as the steady-state condition for $\rho_{12}$, so $2\Omega\,\mathrm{Im}\,C=\Gamma(A-B)$, and this must equal 1. Hence
\begin{equation}
B=\tau,\qquad A=\tau+\frac1\Gamma,\qquad
T_{\rm c}=A+B=2\tau+\frac1\Gamma .
\label{eq:cycle}
\end{equation}
After relaxing, the electron is in the ground level of its well, with no coherence left, and the same history begins at the next barrier. Each electron thus crosses one barrier per mean time $T_{\rm c}$, and $J=eN/T_{\rm c}$, which is (\ref{eq:KS}) again.

The electron always spends a mean time $\tau$ in level 2 per cycle, because it can leave the pair from there only. Strong coupling removes the wait $1/\Gamma$, but it also carries the electron back through the barrier, so that level 1 holds it for as long as level 2 does. Relaxation can act during half of the cycle, and this is the factor two.

\section{A worked case}

Take $\tau=2$ ps, $\tau_\perp=0.1$ ps, $N=3\times10^{10}$ cm$^{-2}$ and $\hbar\Omega=1$ meV. With $\hbar=0.6582$ meV\,ps, $\Omega=1/0.6582=1.519$ ps$^{-1}$. The ceiling is
\begin{equation}
J_{\max}=\frac{(1.602\times10^{-19}\,\mathrm{C})(3\times10^{10}\,\mathrm{cm}^{-2})}{2\,(2\times10^{-12}\,\mathrm{s})}
=1202\ \mathrm{A/cm^2}.
\end{equation}
At resonance, $\Gamma=2(1.519)^2(0.1)=0.462$ ps$^{-1}$ and $2\Gamma\tau=1.85$. Equation (\ref{eq:pop}) gives $\rho_{22}=0.923/2.85=0.324$. The electron spends $2+1/0.462=4.17$ ps in level 1 and 2 ps in level 2, a cycle of 6.17 ps. The current density is $(1.8465/2.8465)(1201.6\ \mathrm{A/cm^2})=779$ A/cm$^2$, or 65\% of the ceiling.

Now detune the levels by 5 meV. Then $\Delta\tau_\perp=0.760$ and $\Gamma$ falls by the factor $1+0.760^2=1.58$ to 0.293 ps$^{-1}$, a loss of 37\%. The cycle lengthens only to 7.42 ps, since $2\tau=4$ ps of it is untouched, and the current density falls by 17\%, to 648 A/cm$^2$.

Equation (\ref{eq:KS}) gives at resonance:
\begin{center}
\begin{tabular}{rrrr}
$\hbar\Omega$ (meV) & $4\Omega^2\tau\tau_\perp$ & $J$ (A/cm$^2$) & $J/J_{\max}$\\
0.25 & 0.115 & 124 & 0.103\\
0.5 & 0.462 & 380 & 0.316\\
1 & 1.85 & 779 & 0.649\\
2 & 7.39 & 1058 & 0.881\\
4 & 29.5 & 1162 & 0.967\\
8 & 118 & 1192 & 0.992
\end{tabular}
\end{center}
The opening numbers are now explained. From 4 to 8 meV the rate $\Gamma$ does grow fourfold, but by (\ref{eq:short}) this only reduces the shortfall from $1/30.5=3.3\%$ to $1/119=0.8\%$ of $J_{\max}$.

\section{Width of the resonance}

Saturation also changes the dependence on bias. Let $S=4\Omega^2\tau\tau_\perp$. If $\Omega$, $\tau$, $\tau_\perp$ and $N$ do not vary across the resonance, $J$ is half its peak value where the denominator of (\ref{eq:KS}) has doubled:
\begin{equation}
1+\Delta^2\tau_\perp^2+S=2(1+S)\quad\Longrightarrow\quad \Delta^2\tau_\perp^2=1+S .
\end{equation}
The full width at half maximum, as an energy, is
\begin{equation}
\hbar\,\delta\Delta=\frac{2\hbar}{\tau_\perp}\sqrt{1+4\Omega^2\tau\tau_\perp}.
\label{eq:width}
\end{equation}
For weak coupling the example gives $2(0.6582)/0.1=13.2$ meV. At $\hbar\Omega=1$ meV the width is $13.2\sqrt{2.85}=22.2$ meV. The peak is held down by the lifetime while the wings, where $\Gamma$ is small, still grow with the coupling. Reading $\tau_\perp$ from the width as if the coupling were weak would here underestimate it by the factor 1.69.

This line shape belongs to the uniform state with the same detuning at every barrier. Beyond the peak, for $\Delta>0$, the current falls as the field rises. An excess of electrons in one well then raises the field and lowers the current downstream of it, so the excess can grow. A long superlattice at a density like that of the example can therefore break up into field domains on that side of the resonance, and its measured current--voltage curve need not show the width (\ref{eq:width}).

\section{Saturation without oscillation}

Strong coupling in the sense of (\ref{eq:sat}) does not imply that an electron oscillates between the wells. At resonance, let $x$ and $y$ be small deviations of $\rho_{22}$ and $\mathrm{Im}\,\rho_{12}$ from their steady values, the same in all periods. Since $\rho_{11}-\rho_{22}=1-2\rho_{22}$, equations (\ref{eq:r22}) and (\ref{eq:r12}) give
\begin{equation}
\dot x=-\frac{x}{\tau}+2\Omega y,\qquad
\dot y=-2\Omega x-\frac{y}{\tau_\perp}.
\end{equation}
Solutions proportional to $e^{\lambda t}$ require $(\lambda+1/\tau)(\lambda+1/\tau_\perp)+4\Omega^2=0$, so
\begin{equation}
\lambda=-\frac12\left(\frac1\tau+\frac1{\tau_\perp}\right)
\pm\frac12\sqrt{\left(\frac1{\tau_\perp}-\frac1\tau\right)^2-16\Omega^2}.
\end{equation}
Such a uniform transient oscillates only if $4\Omega>|1/\tau_\perp-1/\tau|$. In the example this means $\hbar\Omega>0.6582\,(10-0.5)/4=1.56$ meV. Half saturation at resonance needs only $4\Omega^2\tau\tau_\perp=1$, or $\hbar\Omega=0.6582/(2\sqrt{0.2})=0.74$ meV. Between these two couplings the current exceeds half of its ceiling although the uniform transient is overdamped. At the onset of oscillation $S=\tau\tau_\perp(1/\tau_\perp-1/\tau)^2/4$, which is 4.5 here (82\% of the ceiling) and approaches $\tau/(4\tau_\perp)$ for $\tau\gg\tau_\perp$, so $S\gg1$ without oscillation needs a lifetime much longer than $4\tau_\perp$. Saturation compares tunnelling with the lifetime; oscillation compares it with the difference between the decay rates of coherence and population, which in this example is large because dephasing is fast.

\section{Lifetime and dephasing are not independent}

Equation (\ref{eq:tauperp}) implies $\tau_\perp\le2\tau$. Ignoring this can produce an impossible density matrix. Positive probabilities require $|\rho_{12}|^2\le\rho_{11}\rho_{22}$. With $w=\rho_{11}-\rho_{22}=1/(1+2\Gamma\tau)$, equations (\ref{eq:coh}) and (\ref{eq:pop}) give
\begin{equation}
|\rho_{12}|^2=\frac{\Omega^2\tau_\perp^2w^2}{1+\Delta^2\tau_\perp^2}=\frac{\Gamma\tau_\perp}{2}w^2,
\qquad
\rho_{11}\rho_{22}=(1+\Gamma\tau)\,\Gamma\tau\,w^2 ,
\end{equation}
so the condition is $\tau(1+\Gamma\tau)\ge\tau_\perp/2$. For it to hold down to $\Gamma\to0$, $\tau_\perp\le2\tau$ is needed. The choice $\tau=1$ ps, $\tau_\perp=3$ ps, $\Omega=0.1$ ps$^{-1}$, $\Delta=0$ violates it, since $\Gamma=0.06$ ps$^{-1}$ and $1.06<1.5$; one eigenvalue of $\rho$ is then $-0.02$, a negative probability.

The link also limits what a short lifetime can achieve. Without pure dephasing, $\tau_\perp=2\tau$, and at resonance (\ref{eq:KS}) becomes
\begin{equation}
J=eN\,\frac{4\Omega^2\tau}{1+8\Omega^2\tau^2},\qquad
\frac{dJ}{d\tau}=eN\,\frac{4\Omega^2(1-8\Omega^2\tau^2)}{(1+8\Omega^2\tau^2)^2}.
\end{equation}
At fixed coupling the current is largest for $\tau=1/(2\sqrt2\,\Omega)$, where $J=eN\Omega/\sqrt2$. A still shorter lifetime raises the ceiling $eN/(2\tau)$ but lowers the current, because it broadens level 2 and so reduces $\Gamma$.

\section{Range of validity}

The limit (\ref{eq:sat}) is a property of a model in which relaxation and dephasing act on the localized levels at constant rates. At large coupling the stationary states extend over both wells and are $2\hbar\Omega$ apart at resonance. Scattering between them then depends on that splitting and on temperature, which constant local rates do not describe. The derivation of the limit (\ref{eq:sat}) can therefore be relied on in a window: $4\Omega^2\tau\tau_\perp$ large, but $\hbar\Omega$ small compared with the distance to other levels and with the energy over which the scattering rates vary. Away from resonance the splitting is $\hbar\sqrt{\Delta^2+4\Omega^2}$, so the detuning must be small in the same sense. In particular, dephasing by a thermal environment favours tunnelling towards the lower level unless this splitting is small compared with $k_{\rm B}T$. Otherwise the equal rates $\Gamma$ in both directions, and with them the detuned current and the symmetric resonance, cannot be relied on. If level 2 is the lower one, it can then hold more than half of the electrons and the current can exceed $eN/(2\tau)$; only the bound $eN/\tau$, from $\rho_{22}\le1$, remains. The half widths of 7 to 11 meV found in the example are not small compared with $k_{\rm B}T$ even at room temperature (26 meV), so the wings of that resonance lie outside this window. In the example the current is at 88\% of its ceiling for $\hbar\Omega=2$ meV, with a splitting of 4 meV. The entry for 8 meV, with a splitting of 16 meV, shows what the formula gives; whether a given structure follows it depends on these conditions.
